# Berry curvature, the invariant phase-space measure and the Streda formula

A wave packet in a crystal band has a position \(\mathbf r\) and a crystal momentum \(\hbar\mathbf k\). Suppose that its flow conserves a weighted volume \(D\,d^3r\,d^3k\). The weight \(D\) is a dimensionless scalar equal to one when the magnetic field \(\mathbf B\) vanishes. It belongs to the kinematics, so it should be the same for every energy function that drives the packet. The simplest ingredients left are the Berry curvature \(\mathbf\Omega(\mathbf k)\), an area, and \(e\mathbf B/\hbar\), an inverse area. Both are axial vectors, and time reversal changes the sign of \(\mathbf B\) and maps \(\mathbf\Omega(\mathbf k)\) to \(-\mathbf\Omega(-\mathbf k)\). To first order in the field the simplest form they allow is

\[
D=1+c\,\frac{e}{\hbar}\,\mathbf B\cdot\mathbf\Omega ,
\]

with a pure number \(c\). The dynamics must confirm this form and supply \(c\), and it gives \(c=1\).

The electron has charge \(-e\), with \(e>0\). Its band is non-degenerate, with cell-periodic states \(|u\rangle\), Berry connection \(\mathbf A=i\langle u|\nabla_k u\rangle\) and curvature \(\mathbf\Omega=\nabla_k\times\mathbf A\). The starting point is the pair of semiclassical equations

\[
\dot{\mathbf r}=\frac1\hbar\nabla_k\varepsilon-\dot{\mathbf k}\times\mathbf\Omega,\qquad
\hbar\dot{\mathbf k}=-\nabla_r\varepsilon-e\mathbf E-e\,\dot{\mathbf r}\times\mathbf B .
\]

The packet energy \(\varepsilon(\mathbf r,\mathbf k,t)\) includes the energy \(-\mathbf m\cdot\mathbf B\) of the orbital moment \(\mathbf m\). The equations hold for fields that vary slowly over the packet and are too weak to cause interband transitions. Curvatures that mix \(\mathbf r\) and \(\mathbf k\), field corrections to \(\mathbf A\) and collisions are neglected, so \(\mathbf\Omega\) depends on \(\mathbf k\) alone.

With the abbreviations

\[
\mathbf v=\frac{\nabla_k\varepsilon}{\hbar},\qquad
\mathbf F=-\frac{\nabla_r\varepsilon+e\mathbf E}{\hbar},\qquad
\boldsymbol\beta=\frac{e\mathbf B}{\hbar},
\]

the equations read \(\dot{\mathbf r}=\mathbf v-\dot{\mathbf k}\times\mathbf\Omega\) and \(\dot{\mathbf k}=\mathbf F-\dot{\mathbf r}\times\boldsymbol\beta\). Each velocity contains the other. Inserting the second equation into the first gives

\[
\dot{\mathbf r}=\mathbf v-\mathbf F\times\mathbf\Omega+(\dot{\mathbf r}\times\boldsymbol\beta)\times\mathbf\Omega .
\]

The identity \((\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)\) turns the last term into \(\boldsymbol\beta(\dot{\mathbf r}\cdot\mathbf\Omega)-\dot{\mathbf r}(\boldsymbol\beta\cdot\mathbf\Omega)\). The scalar product of the first equation with \(\mathbf\Omega\) gives \(\dot{\mathbf r}\cdot\mathbf\Omega=\mathbf v\cdot\mathbf\Omega\), because \(\dot{\mathbf k}\times\mathbf\Omega\) is perpendicular to \(\mathbf\Omega\). Moving the term in \(\dot{\mathbf r}\) to the left yields

\[
D\dot{\mathbf r}=\mathbf v-\mathbf F\times\mathbf\Omega+(\mathbf v\cdot\mathbf\Omega)\boldsymbol\beta,
\qquad D=1+\boldsymbol\beta\cdot\mathbf\Omega .
\]

In the same way, inserting the first equation into the second gives

\[
\dot{\mathbf k}=\mathbf F-\mathbf v\times\boldsymbol\beta+(\dot{\mathbf k}\times\mathbf\Omega)\times\boldsymbol\beta .
\]

The double product is \(\mathbf\Omega(\dot{\mathbf k}\cdot\boldsymbol\beta)-\dot{\mathbf k}(\mathbf\Omega\cdot\boldsymbol\beta)\), and \(\dot{\mathbf k}\cdot\boldsymbol\beta=\mathbf F\cdot\boldsymbol\beta\). Hence

\[
D\dot{\mathbf k}=\mathbf F-\mathbf v\times\boldsymbol\beta+(\mathbf F\cdot\boldsymbol\beta)\mathbf\Omega .
\]

The same factor \(D\) multiplies both velocities. It must not vanish, and \(D>0\) is assumed from here on.

Now take the divergence of the weighted flow. In the position part \(\mathbf\Omega\) is a constant vector, so

\[
\nabla_r\cdot(D\dot{\mathbf r})=\nabla_r\cdot\mathbf v-\mathbf\Omega\cdot(\nabla_r\times\mathbf F)
+(\mathbf v\cdot\mathbf\Omega)\nabla_r\cdot\boldsymbol\beta+\boldsymbol\beta\cdot\nabla_r(\mathbf v\cdot\mathbf\Omega).
\]

The gradient in \(\mathbf F\) has no curl, and Faraday's law \(\nabla_r\times\mathbf E=-\partial_t\mathbf B\) gives \(\nabla_r\times\mathbf F=\partial_t\boldsymbol\beta\). The second term is therefore \(-\mathbf\Omega\cdot\partial_t\boldsymbol\beta=-\partial_tD\). The third vanishes because \(\nabla_r\cdot\mathbf B=0\). The momentum part is

\[
\nabla_k\cdot(D\dot{\mathbf k})=\nabla_k\cdot\mathbf F-\boldsymbol\beta\cdot(\nabla_k\times\mathbf v)
+(\mathbf F\cdot\boldsymbol\beta)\nabla_k\cdot\mathbf\Omega+\mathbf\Omega\cdot\nabla_k(\mathbf F\cdot\boldsymbol\beta).
\]

Here \(\nabla_k\times\mathbf v=0\), since \(\mathbf v\) is a gradient, and \(\nabla_k\cdot\mathbf\Omega=0\), since \(\mathbf\Omega\) is a curl. The force depends on \(\mathbf k\) through \(-\nabla_r\varepsilon/\hbar\), so

\[
\nabla_k\cdot\mathbf F=-\nabla_r\cdot\mathbf v,\qquad
\mathbf\Omega\cdot\nabla_k(\mathbf F\cdot\boldsymbol\beta)
=-\frac1\hbar\sum_{ij}\Omega_i\beta_j\frac{\partial^2\varepsilon}{\partial k_i\partial r_j}
=-\boldsymbol\beta\cdot\nabla_r(\mathbf v\cdot\mathbf\Omega).
\]

Both cancel their partners in the position part. The sum of the two divergences is \(-\partial_tD\), which is the Liouville equation

\[
\partial_tD+\nabla_r\cdot(D\dot{\mathbf r})+\nabla_k\cdot(D\dot{\mathbf k})=0 .
\]

At a band touching the curvature can have a source. The term \((\mathbf F\cdot\boldsymbol\beta)\nabla_k\cdot\mathbf\Omega\) then survives when \(\mathbf F\cdot\boldsymbol\beta\neq0\), and in that case a single band no longer conserves its states by itself.

Expanding the products and dividing by \(D\) gives the divergence of the unweighted flow,

\[
\nabla_r\cdot\dot{\mathbf r}+\nabla_k\cdot\dot{\mathbf k}=-\frac{d\ln D}{dt},
\]

where \(d/dt\) follows the packet. A small volume \(V\) carried by the flow obeys \(d\ln V/dt=\nabla_r\cdot\dot{\mathbf r}+\nabla_k\cdot\dot{\mathbf k}\), so \(VD\) stays constant. The flow is thus compressible where \(D\) changes along the orbit. In an isotropic two-dimensional band with a uniform \(\mathbf B\) and no electric field, the orbit is a circle of constant \(\Omega\), and the divergence is zero although \(D\neq1\).

Invariance does not yet fix the density of states, because \(D\) times any constant of the motion is also invariant. The missing condition comes from switching the field on. At \(\mathbf B=0\) a crystal in \(d\) dimensions has \(1/(2\pi)^d\) states per unit of \(d^dr\,d^dk\). Let a uniform field grow slowly. The induced field can be taken as \(\mathbf E=\tfrac12\mathbf r\times\partial_t\mathbf B\), whose curl is \(-\partial_t\mathbf B\). It grows linearly with distance, so no packet runs to infinity in a finite time. If states are neither created nor destroyed, their density \(\rho_s\) obeys the continuity equation, hence \(d\ln\rho_s/dt=-(\nabla_r\cdot\dot{\mathbf r}+\nabla_k\cdot\dot{\mathbf k})=d\ln D/dt\) along each trajectory. Since \(D=1\) at the start,

\[
\rho_s=\frac{1}{(2\pi)^d}\left(1+\frac e\hbar\mathbf B\cdot\mathbf\Omega\right).
\]

The extra states at a given place have flowed in from elsewhere, driven by the induced electric field.

In two dimensions let \(\mathbf B\) and \(\mathbf\Omega\) point along \(z\), with components \(B\) and \(\Omega\). A uniform system in equilibrium has the density

\[
n(\mu,B)=\int\frac{d^2k}{(2\pi)^2}\left(1+\frac{eB}{\hbar}\Omega\right)f(\varepsilon_0-mB),
\]

where \(\varepsilon_0\) is the zero-field band energy and \(f\) the Fermi function at chemical potential \(\mu\). If \(\mu\) lies in a gap above the band and the temperature is low, \(f=1\) throughout the zone. The moment then drops out, and with the Chern number \(C=\int\Omega\,d^2k/2\pi\),

\[
n=n_0+\frac{eB}{\hbar}\frac{2\pi C}{(2\pi)^2}=n_0+C\frac{eB}{h},\qquad
\left.\frac{\partial n}{\partial B}\right|_\mu=C\frac eh .
\]

The filled band takes up \(C\) more electrons for each flux quantum \(h/e\) through the sample. A reservoir must supply them. If the density is held fixed instead, the chemical potential leaves the gap.

The Hall current of the same band follows from the anomalous velocity. In a weak uniform electric field \(\mathbf F=-e\mathbf E/\hbar\), so \(-\mathbf F\times\mathbf\Omega=(e/\hbar)\mathbf E\times\mathbf\Omega\), while \(\mathbf v\cdot\mathbf\Omega=0\) because \(\mathbf v\) lies in the plane. The factor \(D\) in the density of states cancels the denominator of \(\dot{\mathbf r}\):

\[
\mathbf j=-e\int\frac{d^2k}{(2\pi)^2}\,D\dot{\mathbf r}
=-e\int\frac{d^2k}{(2\pi)^2}\left(\mathbf v+\frac e\hbar\mathbf E\times\mathbf\Omega\right).
\]

The integral of \(\mathbf v\) over the zone vanishes, since \(\mathbf v\) is the gradient of a periodic function. With \((\mathbf E\times\mathbf\Omega)_x=E_y\Omega\) the rest is \(j_x=-(e^2/h)C\,E_y\), and therefore

\[
\sigma_{xy}=-C\frac{e^2}{h}=-e\left.\frac{\partial n}{\partial B}\right|_\mu .
\]

This is the Streda formula, \(\sigma_{xy}=\partial\rho/\partial B\) with charge density \(\rho=-en\). Charge conservation confirms the sign. With \(j_x=\sigma_{xy}E_y\) and \(j_y=-\sigma_{xy}E_x\), the divergence of the current is \(\sigma_{xy}(\partial_xE_y-\partial_yE_x)=-\sigma_{xy}\partial_tB\), hence \(\partial_t\rho=\sigma_{xy}\partial_tB\). In a three-dimensional insulator the term \((\mathbf v\cdot\mathbf\Omega)\boldsymbol\beta\) need not vanish at each \(\mathbf k\), but its integral over the zone does, because \(\mathbf v\cdot\mathbf\Omega=\nabla_k\cdot(\varepsilon\mathbf\Omega)/\hbar\) is the divergence of a periodic function. The other steps are the same and give \(\partial n/\partial B_z=(e/\hbar)K_z\) and \(\sigma_{xy}=-(e^2/\hbar)K_z\), where \(\mathbf K=\int\mathbf\Omega\,d^3k/(2\pi)^3\) over the filled zone.

In a metal the moment no longer drops out. Differentiating \(n(\mu,B)\) at \(B=0\), with \(f'=df/d\varepsilon\), gives

\[
\left.\frac{\partial n}{\partial B}\right|_\mu=\int\frac{d^2k}{(2\pi)^2}\left[\frac e\hbar\Omega f-m f'\right].
\]

The first term is the intrinsic Hall response divided by \(-e\). The second lives on the Fermi surface and has no counterpart in that response. A two-band Hamiltonian \(H=\mathbf d(\mathbf k)\cdot\boldsymbol\sigma\), with energies \(\pm|\mathbf d|\), shows its size. Let \(u\) be the chosen state and \(w\) the other one. Since \(\langle w|\partial u\rangle=\langle w|\partial H|u\rangle/(\varepsilon_u-\varepsilon_w)\), the curvature is

\[
\Omega=i\,\frac{\langle u|[\partial_xH,\partial_yH]|u\rangle}{4|\mathbf d|^2}
=\mp\frac{\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)}{2|\mathbf d|^3},
\]

with the upper sign for the upper band. The commutator is \(2i(\partial_x\mathbf d\times\partial_y\mathbf d)\cdot\boldsymbol\sigma\), and \(\langle\boldsymbol\sigma\rangle=\pm\mathbf d/|\mathbf d|\).

The moment is that of the packet's rotation about its centre, \(m=-\tfrac e2\langle xv_y-yv_x\rangle\), taken with interband matrix elements. Here \(x_{wu}=i\langle w|\partial_xu\rangle\), and \(\mathbf v=(i/\hbar)[H,\mathbf r]\) gives \((v_y)_{wu}=(i/\hbar)(\varepsilon_w-\varepsilon_u)y_{wu}\), where \(\varepsilon_w-\varepsilon_u=-2\varepsilon_0\). Thus

\[
m=\frac{e\varepsilon_0}{\hbar}\,i\left(x_{uw}y_{wu}-y_{uw}x_{wu}\right)=\frac e\hbar\,\varepsilon_0\Omega ,
\]

because \(x_{uw}y_{wu}=\langle\partial_xu|w\rangle\langle w|\partial_yu\rangle\).

For a massive Dirac cone \(\mathbf d=(\gamma k_x,\gamma k_y,m_0)\), where \(\gamma\) is \(\hbar\) times the Dirac velocity and \(m_0>0\) is half the gap. The conduction band has \(\Omega=-\gamma^2m_0/2\varepsilon_0^3\). With \(k\,dk=\varepsilon\,d\varepsilon/\gamma^2\) its density slope is

\[
\frac{\partial n}{\partial B}=-\frac{em_0}{4\pi\hbar}\int_{m_0}^\infty\!\left(\frac f{\varepsilon^2}-\frac{f'}{\varepsilon}\right)d\varepsilon
=\frac{em_0}{4\pi\hbar}\int_{m_0}^\infty\!\frac{d}{d\varepsilon}\!\left(\frac f\varepsilon\right)d\varepsilon
=-\frac{e}{2h}f(m_0).
\]

Landau quantization gives the same value without any curvature. In the field, \(\mathbf k\) becomes an operator with \([k_x,k_y]=-i\beta\), where \(\beta=eB/\hbar\), and \(b=(k_x-ik_y)/\sqrt{2\beta}\) satisfies \([b,b^\dagger]=1\). The square of \(H\) is \(m_0^2+2\gamma^2\beta\) times \(bb^\dagger\) or \(b^\dagger b\) in the two components. The conduction levels are \(\varepsilon_N=\sqrt{m_0^2+2\gamma^2\beta N}\) with \(N\ge1\), while the unpaired level \(N=0\) lies at \(-m_0\), in the valence band. Each level holds \(\beta/2\pi=eB/h\) electrons per area. When \(k_BT\) far exceeds the level spacing, the Euler–Maclaurin formula gives, to first order in \(B\),

\[
n=\frac{\beta}{2\pi}\sum_{N\ge1}f(\varepsilon_N)\simeq\frac{\beta}{2\pi}\left[\int_0^\infty f\,dN-\frac12f(m_0)\right].
\]

Since \(\beta\,dN=\varepsilon\,d\varepsilon/\gamma^2\), the integral is the zero-field density, and the remainder is the slope found above.

For numbers take \(\gamma=0.3\) eV nm, \(m_0=30\) meV, \(\mu=60\) meV, \(k_BT=5\) meV and \(B=0.103\) T. The level spacing near \(\mu\), \(\gamma^2\beta/\mu\), is about 0.24 meV. The Landau sum gives a slope of \(-0.4987\,e/h\). The curvature part is \(-0.2439\) and the moment part \(-0.2549\), together \(-0.4988\) in the same unit. At this \(\mu\), using the Streda formula for the conduction band's share of the intrinsic Hall response would thus overestimate that share by about a factor of two. The filled valence band adds its own part to both quantities, which is not counted here.

A filled band needs a finite zone. On a square lattice of step \(a=2\) nm let

\[
\mathbf d=\left(\frac\gamma a\sin k_xa,\ \frac\gamma a\sin k_ya,\ m_0-\frac{2b_0}{a^2}(2-\cos k_xa-\cos k_ya)\right),
\]

with \(b_0=0.15\) eV nm\(^2\) and the same \(\gamma\) and \(m_0\). The lower band has \(C=1\), and its curvature at the zone centre is \(\gamma^2/2m_0^2=0.09/0.0018=50\) nm\(^2\). One flux quantum per 1000 cells means \(\beta=2\pi/(1000\times4\ \mathrm{nm}^2)=1.571\times10^{-3}\) nm\(^{-2}\), or \(B=1.034\) T. There \(D=1+1.571\times10^{-3}\times50=1.0785\).

Diagonalizing this lattice in the magnetic field, at one magnetic crystal momentum, gives 1001 states below the gap for 1000 cells, against 1000 without the field. The density rises by

\[
\Delta n=\frac{1}{1000\times4\ \mathrm{nm}^2}=2.5\times10^{10}\ \mathrm{cm}^{-2},
\]

which divided by 1.034 T is \(2.418\times10^{10}\) cm\(^{-2}\)/T, the value of \(e/h\). At 2.07 T and 4.14 T the counts are 501 for 500 cells and 251 for 250 cells, with the same slope. Reversing the sign of \(m_0\) with the other parameters fixed gives \(C=0\), and 250 cells then hold 250 states. The curvature at the zone centre is still 50 nm\(^2\) in magnitude, but its integral over the zone vanishes.

The Hall current can be found without curvature by solving the time-dependent Schrödinger equation for the filled band at \(B=0\), while a field along \(y\) rises smoothly to 0.3 kV/cm in 1 ps. On a grid of \(100\times100\) momenta with time steps of 0.5 fs the result is \(\sigma_{xy}=-0.9985\,e^2/h\). It differs from \(-Ce^2/h=-38.74\) µS by 0.15 per cent of that value. The difference comes almost entirely from the finite time step and falls to 0.04 per cent when the step is halved.

Compression appears in crossed fields. A lower-band packet starts at \(\mathbf k=0\) with \(B=1.034\) T and 2 kV/cm along \(x\). After 400 fs, \(D\) has fallen from 1.0785 to 1.0359. Neighbouring trajectories, integrated from the original coupled equations, show a volume larger by the factor 1.04117, which equals \(1.07854/1.03589\) to the digits given. In uniform fields neither \(\dot{\mathbf r}\) nor \(\dot{\mathbf k}\) depends on \(\mathbf r\), so this momentum-space ratio is also the phase-space ratio.

Some of the neglected effects can be estimated:

- **Field corrections to the Berry connection.** In the crossed-field example they are governed by the ratios \(\gamma eE/m_0^2=0.07\) and \(\gamma^2\beta/m_0^2=0.16\). The digits of the volume ratio therefore test the semiclassical equations as stated, and do not give \(D\) to that accuracy for the full quantum dynamics.
- **Zener tunnelling.** The exponent \(\pi m_0^2/(\gamma eE)\) is 47 at 2 kV/cm. This holds for the clean gap only. At the conductance \(e^2/h\) the fields 0.3 and 2 kV/cm correspond to sheet currents of about 1.2 and 7.7 A/m, and real quantum anomalous Hall films break down at far smaller currents through processes this model does not contain.
- **Second order in \(B\).** The first conduction level of the Dirac cone is 34.39 meV, against 34.71 meV from the expansion \(m_0+\gamma^2\beta/m_0\). The expansion requires \(\gamma^2\beta\ll m_0^2\), which is also the condition for \(D-1\) to be small. At the zone centre \(D-1\) would reach one near 13 T, where the semiclassical orbit is no longer justified. The count of lattice states below the gap still holds while the gap stays open, and the slope at fixed \(\mu\) holds while \(\mu\) stays inside it.
- **Spin.** The Zeeman shift \(g\mu_BB/2\) at 1.034 T is 0.06 meV for an assumed \(g=2\). The effective \(g\) in real films can be much larger. A value of 20 would give 0.6 meV, still small beside \(m_0\).
- **Temperature.** At 30 K, with \(\mu\) at mid-gap, a Boltzmann estimate for the Dirac cone gives \(1.4\times10^5\) thermal electrons per cm\(^2\), negligible beside \(\Delta n\). This too assumes a clean gap, and real films are quantized only at much lower temperatures.

The values of \(\gamma\) and \(m_0\) are round numbers in the rough range of magnetically doped bismuth-antimony-telluride films, which show a quantum anomalous Hall effect at low temperature. The 2 nm step is a regularization and not their crystal constant, so the total band density of \(2.5\times10^{13}\) cm\(^{-2}\) has no material meaning, and the model keeps one inverted pair of bands. The clean gap is an assumption that real films can break strongly. For a rough mobility of 1000 cm\(^2\)/Vs and the band-edge mass \(m_0\hbar^2/\gamma^2\), the scattering time is 14 fs and the broadening \(\hbar/\tau\) is 46 meV, more than the half gap. The product of mobility and field is 0.10, so a packet is scattered long before it completes an orbit, and the 400 fs trajectory is an idealization. With states inside the gap, the density slope at fixed \(\mu\) is no longer tied to \(Ce/h\). This clean model does not give the size of the change, and with such broadening it need not be small. The remaining values are in the numerical output.

## Computed results

```
3D test: bare divergence = 0.060128 (dimensionless)
3D test: -d ln D/dt = 0.060128 (dimensionless)
3D test: Liouville residual with D = -4.9e-10 (dimensionless)
hbar*velocity = 0.30 eV nm
half gap = 30 meV
b = 0.15 eV nm^2
lattice step = 2.0 nm
Dirac velocity = 4.558e+05 m/s
magnetic field B = 1.0339 T
e B/hbar = 1.5708e-03 nm^-2
curvature at zone centre = 50.00 nm^2
Chern number, inverted band = 1.000000
Chern number, trivial band = 0.000000
packet: electric field = 2.0 kV/cm
packet: elapsed time = 400 fs
packet: final kx = -0.03921 nm^-1
packet: final ky = 0.08012 nm^-1
packet: D at start = 1.07854
packet: D at end = 1.03589
packet: volume ratio, trajectories = 1.04117
packet: D start / D end = 1.04117
q = 250: B = 4.1357 T, states below gap = 251
  density change = 1.0000e+11 cm^-2, slope = 1.000000 e/h
q = 500: B = 2.0678 T, states below gap = 501
  density change = 5.0000e+10 cm^-2, slope = 1.000000 e/h
q = 1000: B = 1.0339 T, states below gap = 1001
  density change = 2.5000e+10 cm^-2, slope = 1.000000 e/h
trivial band, q = 250: states below gap = 250
zero-field density of filled band = 2.500e+13 cm^-2
e/h = 2.4180e+10 cm^-2/T
level below gap at 1.034 T = -29.76 meV
level above gap at 1.034 T = 34.20 meV
Hall conductance, Schroedinger = -0.99853 e^2/h
Hall conductance, -C e^2/h = -38.740 uS
metal: mu = 60 meV, kT = 5 meV
metal: field of Landau sum = 0.1034 T
metal: dn/dB, Landau levels = -0.49874 e/h
metal: dn/dB, curvature part = -0.24389 e/h
metal: dn/dB, moment part = -0.25487 e/h
metal: dn/dB, both parts = -0.49876 e/h
Zener exponent = 47.1, factor = 3.4e-21
first Dirac level, linear in B = 34.71 meV
first Dirac level, full = 34.39 meV
Zeeman energy (g = 2) = 0.060 meV
half gap / kT at 1 K = 348
thermal electrons at 30 K = 1.36e+05 cm^-2
rough mobility = 1000 cm2/Vs, scattering time = 14.4 fs
disorder broadening hbar/tau = 45.6 meV
mobility times B = 0.103
```
